Probability that an oxide proton reaches silicon before the gate

**Theorem.** A proton is released at distance x from the gate in an oxide of thickness L, with the gate boundary at 0 and the silicon boundary at L. The oxide field E is uniform and is counted positive when it points from gate to silicon. Under assumptions A1 to A4 below, the probability of touching silicon before the gate is

P(x) = [1 − exp(−ax)] / [1 − exp(−aL)],  a = qE/kT,

for E ≠ 0, and

P(x) = x/L

for E = 0, which is also the limit of the first expression as E → 0.

Here q is the elementary charge, k the Boltzmann constant and T the absolute temperature. With the relative position u = x/L and the oxide voltage V = EL, the result depends on two pure numbers, u and w = aL = qV/kT. The voltage V is the potential at the gate side of the oxide minus that at the silicon side. It is not the gate bias, which also contains the work-function difference and the potential drop inside the silicon.

**Assumptions**

A1. The boundaries are parallel planes, and each absorbs the proton at first contact. Lateral motion then has no influence on which plane is reached, and one coordinate suffices.

A2. In a short time dt the displacement ξ has mean v dt and mean square 2D dt, up to terms of order dt². The path is continuous, and the means of |ξ|³ and of higher powers vanish faster than dt. The drift velocity v = μE and the diffusivity D are uniform.

A3. Mobility and diffusivity obey the Einstein relation D = μkT/q. Hence v/D = μE/D = qE/kT = a.

A4. The proton is not lost inside the oxide, and its own charge does not alter the field.

**Lemma 1 (change of a mean value).** Let f be a smooth function of position, and let ⟨f⟩ be its mean over many independent protons, each one held at its boundary after absorption. Then

d⟨f⟩/dt = mean of (D f″ + v f′) over the protons still in the oxide,

where absorbed protons count as zero in the mean.

Proof. For a proton at an interior point y, Taylor expansion gives

f(y + ξ) − f(y) = ξ f′(y) + ½ ξ² f″(y) + …

Averaging over ξ with A2 gives

v f′(y) dt + ½ (2D dt) f″(y) = [D f″(y) + v f′(y)] dt,

because the omitted terms are of higher order in dt. The factor ½ of the expansion cancels the 2 in 2D dt. A proton at a fixed interior point has a chance of boundary contact that vanishes faster than dt, so contact does not alter this rate. An absorbed proton no longer moves and contributes nothing. ∎

**Lemma 2 (the function with constant mean).** The solution of

D F″ + v F′ = 0,  F(0) = 0,  F(L) = 1

is the function stated in the theorem.

Proof. Let E ≠ 0. Division by D gives F″ + aF′ = 0. Multiplication by exp(ax) turns the left side into a derivative:

[exp(ax) F′]′ = exp(ax)(F″ + aF′) = 0.

Therefore F′ = C exp(−ax). Integration from 0, where F vanishes, gives

F(x) = (C/a)[1 − exp(−ax)].

The condition F(L) = 1 fixes C = a/[1 − exp(−aL)], and this is the stated quotient. If E = 0, the equation is F″ = 0. Its solution is a straight line, and the boundary values make it x/L. ∎

The constant C is positive for either sign of a, since numerator and denominator change sign together. Thus F rises steadily from gate to silicon, as a probability of reaching silicon should.

**Lemma 3 (escape is certain).** Every proton is absorbed with probability one, and the mean absorption time is

τ(x) = [L F(x) − x]/v  for v ≠ 0,

τ(x) = x(L − x)/(2D)  for v = 0.

Proof. Both expressions vanish at 0 and L. For v ≠ 0, the part containing F contributes nothing to Dτ″ + vτ′, and the part −x/v contributes −1. For v = 0, Dτ″ = D(−2)/(2D) = −1. In both cases

Dτ″ + vτ′ = −1.

The function τ is not negative. For v = 0 this is visible. For v > 0, F″ = −aF′ < 0, so F lies above the straight line x/L, and LF − x is positive inside. For v < 0, F lies below that line, and numerator and denominator are both negative.

Now apply Lemma 1 to f = τ. Its mean falls at a rate equal to the fraction S(t) of protons still in the oxide, so

τ(x) − ⟨τ⟩ at time t = ∫₀ᵗ S(t′) dt′.

Since ⟨τ⟩ ≥ 0, the integral cannot exceed τ(x). The fraction S never increases, so the integral is at least t S(t), and S(t) ≤ τ(x)/t. This tends to zero, which proves that escape is certain. All protons then sit where τ = 0, so ⟨τ⟩ → 0. The full integral of S, which is the mean absorption time, equals τ(x). ∎

**Proof of the theorem.** Apply Lemma 1 to f = F. By Lemma 2 its mean does not change, so it keeps its initial value F(x). At late times, by Lemma 3, every proton is at a boundary. Those at the gate contribute F(0) = 0 and those at silicon contribute F(L) = 1. The late mean is therefore the fraction that reached silicon, and P(x) = F(x).

It remains to take the limit of small field. With ax = wu,

1 − exp(−wu) = wu(1 − wu/2 + w²u²/6 − …),

1 − exp(−w) = w(1 − w/2 + w²/6 − …).

The common factor w cancels. The reciprocal of the second bracket is 1 + w/2 + w²/12 + …, where 1/12 = 1/4 − 1/6. Multiplication gives

P = u + (w/2)u(1 − u) + (w²/12)u(1 − u)(1 − 2u) + …

As w → 0 at fixed u, P → u = x/L. ∎

**Remark 1: the meaning of the linear limit.** Without a field, the average position does not change. The proton starts at x and finishes at 0 or L, so LP = x. A weak field adds the relative change w(1 − u)/2, to first order in w. The linear law thus requires the oxide voltage to be small compared with the thermal voltage kT/q. A field that looks small in MV/cm can still fail this condition in a thick oxide.

**Remark 2: field reversal and strong fields.** Write P₊ for a field of magnitude |E| towards silicon and P₋ for the same magnitude towards the gate, with b = q|E|/kT. Putting a = −b in the theorem and multiplying numerator and denominator by −1 gives

P₋ = [exp(bx) − 1]/[exp(bL) − 1] = exp[−b(L − x)] P₊.

The last step takes exp(bx) out of the numerator and exp(bL) out of the denominator. For a field towards silicon, the gate probability is

1 − P₊ = [exp(−bx) − exp(−bL)]/[1 − exp(−bL)].

If b(L − x) and bL are both large, this is approximately exp(−bx). For a field towards the gate, P₋ is approximately exp[−b(L − x)] when bx is large. In each case the improbable outcome requires diffusion against the field, and its probability decays over the length kT/(q|E|).

**Remark 3: a uniform release profile.** If release is equally likely at every depth, averaging the theorem over u gives

P̄ = {1 − [1 − exp(−w)]/w}/[1 − exp(−w)] = 1/[1 − exp(−w)] − 1/w.

Averaging the weak-field expansion gives P̄ = 1/2 + w/12 to first order, because the average of u(1 − u) is 1/6.

**Proposition 1 (hopping and isotopes).** Let the proton hop between planes a distance h apart, with L = Nh. Let the forward and backward rates be

r = ν exp(ah/2),  l = ν exp(−ah/2).

Then the theorem holds at every site, without the condition that ah be small. It also holds if both exit rates of a site are multiplied by a common positive factor that differs from site to site.

Proof. The first hop from site n leads to

r(Pₙ₊₁ − Pₙ) = l(Pₙ − Pₙ₋₁).

A common factor in r and l cancels. Each difference is exp(−ah) times the preceding one, so the differences form a geometric series. Summing n of them, and dividing by the sum of all N so that P_N = 1, gives

Pₙ = [1 − exp(−nah)]/[1 − exp(−Nah)].

With x = nh this is the theorem; for a = 0 the differences are equal and Pₙ = n/N. ∎

The factor ν sets the pace of motion but not the destination. In a classical model where replacing hydrogen by deuterium changes ν alone, the transit time scales as 1/ν and P is unchanged. This conclusion fails if the replacement also alters capture at a boundary relative to hopping, or loss relative to diffusion. It also does not cover disorder that changes the two exits of a site by different factors, since the ratio l/r then changes.

At high field, the hopping model has drift velocity h(r − l) = 2hν sinh(ah/2) and diffusivity h²(r + l)/2 = h²ν cosh(ah/2). Their ratio is (2/h)tanh(ah/2), which is smaller than a for positive a. Putting this ratio into the continuum formula would give the wrong decay length, whereas the hopping equations retain a = qE/kT.

**Proposition 2 (nonuniform field).** For a smooth potential energy U(x) and uniform D,

P(x) = ∫₀ˣ exp[U(y)/kT] dy / ∫₀ᴸ exp[U(y)/kT] dy.

Proof. The force −U′ gives v = −DU′/kT. Lemma 1 holds with this local velocity, and the function of constant mean obeys F″ − (U′/kT)F′ = 0. Hence [exp(−U/kT)F′]′ = 0 and F′ = C exp(U/kT). The boundary values give the quotient. Escape is again certain: the equation Dg″ + vg′ = −1 with g = 0 at both ends has a solution that cannot have a negative interior minimum, since there g′ = 0 and g″ ≥ 0. The argument of Lemma 3 then applies to g. ∎

For a uniform field U = −qEx, and the integrals return the theorem.

**Example: a thick gate oxide near zero oxide voltage**

Take L = 100 nm, x = 40 nm, T = 300 K and V = 0.050 V. The field is 0.0050 MV/cm towards silicon. With kT/q = 0.025852 V,

w = 0.050/0.025852 = 1.934,  ax = 0.4 × 1.934 = 0.7736.

The theorem gives

P = (1 − 0.4613)/(1 − 0.1446) = 0.630.

At zero field the value is 40/100 = 0.400. With the field reversed it is 0.197. Two thermal voltages across the oxide are thus enough to change the preferred destination. For uniform release at the same forward field, Remark 3 gives 1/0.8554 − 1/1.934 = 0.652.

The weak-field expansion to first order gives 0.400 + 1.934 × 0.12 = 0.632, surprisingly close to 0.630 for such a large w. The second-order term is +0.015 and raises the sum to 0.647, so the remaining terms must total −0.017. The closeness comes from cancellation and does not show that w is small. A relative excess of 5% over x/L is already reached at 4.29 mV; the first-order estimate is w = 2 × 0.05/0.6, or 4.31 mV.

Three numerical calculations test the forward value, the last two with the same hopping model. A time-dependent drift-diffusion solution on 100 cells gives 0.629699, against 0.629693 from the theorem. The linear hopping equations with h = 0.25 nm give 0.629693. A simulation of 40,000 random histories on a coarser chain with h = 2.5 nm gives 0.6276 with a standard error of 0.0024.

Traps were tested by slowing both exits of each site by exp(−d), with d drawn from an exponential distribution of mean 2. The arrival probability stayed at 0.629693, while the mean exit time grew by a factor of about 850. That factor belongs to one random set of traps. The dwell time grows as exp(d), and its average over the density ½exp(−d/2) diverges, so rare deep traps dominate. It is not a material constant.

At 1 MV/cm the decay length is 0.26 nm. A proton released 1 nm from the gate, with the field towards silicon, reaches the gate with probability 0.0209 in the uniform-field model, both from the hopping equations and from exp(−bx). This checks the formula and is not a prediction for a real oxide: at 1 nm from a metal gate, the image attraction described below is nearly as strong as the applied force (3.57 against 3.87, in units of kT per nm) and raises the probability of arrival at the gate to about 0.6. Here ah = 0.967, and the ratio (2/h)tanh(ah/2) of Proposition 1 would be about 7% below a.

**What the uniform-field model omits**

Oxide charge. Let positive charge of total areal density N_c be spread uniformly through the oxide at fixed V. Poisson's equation, φ″ = −qN_c/(εL), with the extra potential zero at both ends, gives the added energy

ΔU = q²N_c x(L − x)/(2εL),

where ε is the oxide permittivity, taken as 3.9 times that of vacuum. For 10¹⁰ cm⁻² the field changes across the oxide by qN_c/ε = 0.0046 MV/cm, nearly the applied field itself, yet P falls only to 0.615. For 10¹¹ cm⁻² the added energy at mid-oxide is B = 2.24 in units of kT, and P falls to 0.491. The total energy is then −wu + 4Bu(1 − u), with its maximum at u = 1/2 − w/(8B) = 0.39. The release point lies almost at the top of this hump, which is why the two destinations become nearly equally likely.

Image forces. A metal gate attracts the proton with energy −kTλ/x when it acts alone, where λ = q²/(16πεkT) = 3.57 nm. At silicon, treated as a dielectric of relative permittivity 11.7, continuity of potential and of normal displacement gives an image of relative strength −κ, with κ = (11.7 − 3.9)/(11.7 + 3.9) = 0.5. Each reflection multiplies the charge by −1 at the gate and by −κ at silicon. Repeated reflection in the two planes produces three sets of images, at distances 2(x + nL), 2(L − x + nL) and 2nL, the last on both sides. Half the charge times their potential gives

U_im/kT = −λ Σ κⁿ[1/(x + nL) + κ/(L − x + nL)] + 2λ Σ κⁿ/(nL),

where the first sum starts at n = 0 and the second at n = 1. Added to the applied energy in Proposition 2, this gives P = 0.574. Treating silicon as a conductor, κ → 1, gives 0.586, because its attraction is then stronger. The divergence at contact does no harm: exp(U/kT) tends to zero there, so cutting the attraction off at a very short distance hardly changes the integrals.

Imperfect capture. Suppose that each hop into silicon succeeds with probability c and otherwise leaves the proton at the last site. The final difference of P in the hopping solution is then enlarged by 1/c. For small ah, the denominator of P grows by the relative amount

(1/c − 1) ah exp(−w)/[1 − exp(−w)].

For an assumed c = 0.10 and h = 0.25 nm this is about 0.7%, and the hopping equations give P = 0.625. For this c the effect is small because a rejected proton is only one short hop from silicon and usually tries again many times before it can cross the oxide to the gate. Without a field the relative growth would be (1/c − 1)h/L, about 2%; the field towards silicon reduces it further. A smaller c matters more: c = 0.01 gives P = 0.582. Imperfect capture at the gate acts the other way, and a capture chance of 0.10 there alone gives P = 0.648.

Temperature and loss. At 398 K, with V fixed, w is smaller and P becomes 0.576. With permanent loss at a rate D/Λ² and an assumed length Λ = 200 nm, P becomes 0.610, and the two arrival probabilities no longer add to one.

**Relation to devices.** Gate oxides in power devices can be about 100 nm thick. The voltage of 0.05 V is far below ordinary operation, where fields are roughly of order 1 MV/cm; it represents a device held close to zero oxide voltage. Of the effects omitted from the uniform-field model and computed above for this case, the larger oxide charge shifts P the most. A trapped charge of 10¹¹ cm⁻², a rough value for an irradiated oxide, moves the result from 0.63 to 0.49 if smeared out uniformly at fixed V; a thin sheet of the same charge 5 nm from silicon would give 0.53. At fixed gate bias the positive charge also raises the potential of the silicon surface, which lowers V and reduces P further, by an amount that depends on the doping: for p-type silicon at 10¹⁶ cm⁻³ the uniform charge brings V down to 0.014 V and P to 0.375, and at 10¹⁵ cm⁻³ V changes sign and P is 0.175. At 1 MV/cm the same uniform charge changes the field by 0.046 MV/cm from one side of the oxide to the other, that is by ±0.023 MV/cm at the boundaries at fixed V, and cannot reverse it. For release more than about 3 nm from both boundaries the sign of the field then decides the destination, even with the image attraction included: the chance of ending upstream is below 0.2%. Closer in, that attraction competes with the field. The upstream chance is about 0.05 at 2 nm and 0.6 at 1 nm from the gate, and about 0.01 and 0.3 at the same distances from silicon. The rule needs qN_c/(2ε) well below the applied field. Heavily irradiated thick oxides can hold 10¹² cm⁻² or more, and a uniform charge above about 4×10¹² cm⁻² reverses a field of 1 MV/cm near one boundary. At 5×10¹² cm⁻² a proton released 5 nm from the upstream boundary reaches it with probability about 0.8. The numerical output lists the inputs and the main results.

Computed values

```
Oxide thickness L: 100.0 nm
Release distance from gate x: 40.0 nm
Temperature: 300.0 K
Voltage across oxide V: 0.050 V
Oxide field: 0.0050 MV/cm
Thermal voltage kT/q: 0.025852 V
a = qE/kT: 0.019341 1/nm
a x: 0.7736 (no unit)
w = a L: 1.9341 (no unit)
exp(-a x): 0.4613 (no unit)
exp(-a L): 0.1446 (no unit)
P silicon, field towards silicon: 0.6297 (no unit)
P gate, field towards silicon: 0.3703 (no unit)
P silicon, zero field: 0.4000 (no unit)
P silicon, field towards gate: 0.1973 (no unit)
First-order P, field towards silicon: 0.6321 (no unit)
Slope dP/dw at zero field, hopping: 0.12000 (no unit)
Slope dP/dw at zero field, formula: 0.12000 (no unit)
Voltage for 5% excess over x/L: 4.2873 mV
First-order estimate: 4.3087 mV
P from time-dependent equation: 0.629699 (no unit)
P from hopping equations: 0.629693 (no unit)
P from formula: 0.629693 (no unit)
Number of simulated histories: 40000 (no unit)
P from simulated histories: 0.6276 (no unit)
Standard error of simulation: 0.0024 (no unit)
P with random traps: 0.629693 (no unit)
Exit time with traps / without: 853.93 (no unit)
Strong field: 1.0 MV/cm
Strong-field length kT/qE: 0.2585 nm
Hop length in hopping tests: 0.25 nm
Strong-field a h: 0.9670 (no unit)
Strong-field release distance: 1.0 nm
Upstream escape, hopping: 0.02090 (no unit)
Upstream escape, exponential: 0.02090 (no unit)
Relative permittivity of oxide: 3.9 (no unit)
Relative permittivity of silicon: 11.7 (no unit)
Image length q^2/(16 pi eps kT): 3.571 nm
P with images, dielectric silicon: 0.5741 (no unit)
P with images, conducting silicon: 0.5863 (no unit)
Lower oxide charge: 1.0e+10 cm^-2
Field change across oxide, lower charge: 0.0046 MV/cm
P with lower oxide charge: 0.6150 (no unit)
Higher oxide charge: 1.0e+11 cm^-2
Mid-oxide energy rise, higher charge: 2.243 kT
P with higher oxide charge: 0.4910 (no unit)
Hot use temperature: 398.0 K
P at hot use temperature: 0.5759 (no unit)
Assumed capture chance per attempt: 0.10 (no unit)
P with imperfect silicon capture: 0.6251 (no unit)
Assumed diffusion length before loss: 200.0 nm
P with permanent loss in oxide: 0.6096 (no unit)
```
